# Dipole Order on Cubic Lattices by the Luttinger-Tisza Method

## Problem

Classical point dipoles of fixed length $p$ sit on the sites of a simple cubic (sc), body-centred (bcc) or face-centred cubic (fcc) lattice. They may point in any direction and interact only through their electric fields. In Hartree atomic units the energy of $N$ dipoles is

$$
E=-\frac12\sum_{i\ne j}\mathbf p_i\cdot T(\mathbf r_{ij})\,\mathbf p_j,\qquad
T_{\mu\nu}(\mathbf r)=\frac{3r_\mu r_\nu-r^2\delta_{\mu\nu}}{r^5}.
$$

The boundaries are conducting, so the macroscopic electric field of a uniformly polarized sample is zero. Find the arrangement of lowest energy on each lattice, and its energy for $p=1\,e a_0$ and a volume of $1000\,a_0^3$ per dipole. What changes if the sample is instead a sphere in vacuum?

Below, $a$ is the cubic edge, $d$ the nearest-neighbour distance, and $n$ the number of sites per volume: $1/a^3$, $2/a^3$ and $4/a^3$ for sc, bcc and fcc.

## First estimate by scaling

The only energy scale is $p^2/d^3$. Two dipoles in line, head to tail, have energy $-2p^2/d^3$, while two side by side gain only $-p^2/d^3$ when antiparallel. This suggests head-to-tail columns along the nearest-neighbour direction. In a single column the field at one dipole is $2\sum_{j\ge1}2p/(jd)^3=4\zeta(3)p/d^3$. Half of its product with $p$ is the energy per dipole:

$$
E_{\rm est}/N=-2\zeta(3)\,\frac{p^2}{d^3}=-2.404\,\frac{p^2}{d^3}.
$$

The estimate is the same for all three lattices and does not say whether neighbouring columns are parallel or antiparallel. That depends on the coupling between columns, which it omits.

## Exact solution

### The Luttinger-Tisza bound

Take a periodic block of $N$ sites and write $\mathbf p_i=\sum_{\mathbf q}\mathbf p_{\mathbf q}e^{i\mathbf q\cdot\mathbf r_i}$. The sum over sites of $e^{i(\mathbf q-\mathbf q')\cdot\mathbf r_i}$ is $N\delta_{\mathbf q\mathbf q'}$, so the double sum becomes a single one:

$$
\frac EN=-\frac12\sum_{\mathbf q}\mathbf p_{\mathbf q}^*\cdot T(\mathbf q)\,\mathbf p_{\mathbf q},\qquad
T(\mathbf q)=\sum_{\mathbf r\ne0}e^{i\mathbf q\cdot\mathbf r}\,T(\mathbf r).
$$

Because $T(\mathbf r)$ is even, $T(\mathbf q)$ is real and symmetric. Let $\lambda(\mathbf q)$ be its largest eigenvalue.

The $N$ conditions $|\mathbf p_i|=p$ imply the single weaker condition $\sum_{\mathbf q}|\mathbf p_{\mathbf q}|^2=p^2$, their average. Minimizing under fewer conditions cannot give a higher minimum, hence

$$
\frac EN\ge-\frac{p^2}{2}\,\sup_{\mathbf q}\lambda(\mathbf q).
$$

Suppose the supremum is reached at $\mathbf Q$ with unit eigenvector $\mathbf e$, and $2\mathbf Q$ is a reciprocal lattice vector. Then $\cos(\mathbf Q\cdot\mathbf r_i)=\pm1$ on every site, and $\mathbf p_i=p\,\mathbf e\cos(\mathbf Q\cdot\mathbf r_i)$ satisfies all $N$ conditions. The bound is then the true minimum.

### Ewald form of the sum

For $r\ne0$, $T_{\mu\nu}=\partial_\mu\partial_\nu(1/r)$. Split $1/r=\mathrm{erfc}(\alpha r)/r+\mathrm{erf}(\alpha r)/r$. Differentiating the first part twice gives $C r_\mu r_\nu-B\delta_{\mu\nu}$, where

$$
B=\frac{\mathrm{erfc}(\alpha r)}{r^3}+\frac{2\alpha}{\sqrt\pi}\frac{e^{-\alpha^2r^2}}{r^2},\qquad
C=\frac{3\,\mathrm{erfc}(\alpha r)}{r^5}+\frac{2\alpha}{\sqrt\pi}e^{-\alpha^2r^2}\Big(\frac3{r^4}+\frac{2\alpha^2}{r^2}\Big).
$$

The second part is smooth and has Fourier transform $4\pi e^{-k^2/4\alpha^2}/k^2$; its two derivatives multiply this by $-k_\mu k_\nu$. Poisson summation turns its sum over all sites into $n$ times a sum over $\mathbf K=\mathbf q+\mathbf G$. That sum includes $\mathbf r=0$, which must be removed. Near the origin $\mathrm{erf}(\alpha r)/r=(2\alpha/\sqrt\pi)(1-\alpha^2r^2/3+\dots)$, whose second derivative is $-4\alpha^3\delta_{\mu\nu}/(3\sqrt\pi)$. Subtracting it gives a positive last term:

$$
T_{\mu\nu}(\mathbf q)=\sum_{\mathbf r\ne0}\cos(\mathbf q\cdot\mathbf r)\,(Cr_\mu r_\nu-B\delta_{\mu\nu})
-4\pi n\sum_{\mathbf G}\frac{K_\mu K_\nu}{K^2}e^{-K^2/4\alpha^2}+\frac{4\alpha^3}{3\sqrt\pi}\delta_{\mu\nu}.
$$

### The uniform state and the boundary

As $\mathbf q\to0$, the $\mathbf G=0$ term tends to $-4\pi n\,\hat q_\mu\hat q_\nu$, which depends on direction. Everything else is regular and, by cubic symmetry, tends to $c\,\delta_{\mu\nu}$. Each $T(\mathbf r)$ is traceless, so for $\mathbf q\neq0$ the trace of $T(\mathbf q)$ vanishes. Thus $3c-4\pi n=0$ and

$$
T_{\mu\nu}(\mathbf q\to0)=\frac{4\pi n}{3}\,(\delta_{\mu\nu}-3\hat q_\mu\hat q_\nu).
$$

The direction-dependent term is the macroscopic field. Conducting boundaries remove it at $\mathbf q=0$, leaving $\lambda(0)=4\pi n/3$ for every polarization direction. This equals the limit for transverse waves. In $a^{-3}$ it is 4.1888 (sc), 8.3776 (bcc) and 16.7552 (fcc).

### What the columns prefer

Let all dipoles lie along $\pm z$, with $q_z=0$. A dipole's own column contributes $4\zeta(3)/a^3=4.8082/a^3$. Another column, at lateral distance $\rho$ and shifted along $z$ by a fraction $s$ of its period $a$, contributes

$$
J(\rho,s)=\sum_j\partial_z^2\frac1{\sqrt{z^2+\rho^2}}\bigg|_{z=(j+s)a}
$$

times the relative sign of its dipoles. Apply Poisson summation with $k=2\pi m/a$. The transform of $1/\sqrt{z^2+\rho^2}$ is $2K_0(|k|\rho)$, and the two derivatives supply $-k^2$. The $m=0$ term is the integral of a derivative and vanishes. Terms $\pm m$ combine to give

$$
J(\rho,s)=-\frac{16\pi^2}{a^3}\sum_{m\ge1}m^2\cos(2\pi ms)\,K_0(2\pi m\rho/a).
$$

Columns in register ($s=0$) have $J<0$, since $K_0>0$, and gain energy when antiparallel. For $s=\tfrac12$ the leading term changes sign. The four nearest columns of each lattice have

- sc: $\rho=a$, $s=0$, $J=-0.1455/a^3$;
- bcc: $\rho=a/\sqrt2$, $s=\tfrac12$, $J=+1.0411/a^3$;
- fcc: $\rho=a/2$, $s=\tfrac12$, $J=+4.1242/a^3$.

In sc, reversing the four nearest columns gives $4.8082+4(0.1455)=5.390$; farther columns reduce this to $\lambda=5.3536/a^3$. This is the state with $\mathbf Q=(\pi,\pi,0)/a$. With all columns parallel the same sum is $4.8082-4(0.1455)=4.226$, reduced by farther columns to 4.1888. In fcc the parallel state starts from $4.8082+4(4.1242)=21.305$, and farther columns take away 4.550. The nearest of these are in register, so they oppose parallel order but do not overturn it.

### Is there a better wavevector?

The column argument fixed the dipole axis and $q_z=0$, so other waves must be examined. Start near $\mathbf q=0$. Cubic symmetry restricts the regular quadratic part of $T$ to $A q^2\delta_{\mu\nu}+Bq_\mu q_\nu+Cq_\mu^2\delta_{\mu\nu}$, where $A,B,C$ are now constants. For a unit polarization $\mathbf e\perp\mathbf q$,

$$
\mathbf e\cdot T(\mathbf q)\,\mathbf e=\frac{4\pi n}3+q^2(A+Ch)+O(q^4),\qquad h=\sum_\mu\hat q_\mu^2e_\mu^2.
$$

Mixing with the longitudinal wave, which lies lower by $4\pi n$, has matrix elements of order $q^2$ and changes the eigenvalue only at order $q^4$.

The range of $h$ follows from $x_\mu=\hat q_\mu e_\mu$. These numbers sum to zero, and $\sum|x_\mu|\le1$ by the Cauchy-Schwarz inequality. The positive ones therefore sum to at most $\tfrac12$, as do the magnitudes of the negative ones, so $0\le h\le\frac14+\frac14=\frac12$. Since $A+Ch$ is linear in $h$, its two end values decide every direction:

| | $h=0$ | $h=\frac12$ |
|---|---|---|
| sc | $+0.165/a$ | $-0.720/a$ |
| bcc | $-0.371/a$ | $-0.050/a$ |
| fcc | $-0.474/a$ | $-0.053/a$ |

The uniform state is thus a local maximum of $\lambda$ in bcc and fcc. In sc the long transverse waves with $h=0$ have a larger eigenvalue. For any uniform polarization one can choose a direction $\mathbf e$ perpendicular both to it and to the $z$ axis. A small tilt of the dipoles along $\mathbf e$, modulated by a long wave with $\mathbf q$ along $z$, has $h=0$ and keeps their length fixed to first order. Restoring the length exactly costs $\lambda(0)$ in the second-order energy, which the larger eigenvalue of the wave outweighs. Uniform order is therefore unstable even with conducting boundaries.

For the rest of the Brillouin zone the evidence is numerical. On a $16^3$ mesh the largest eigenvalue occurred at $(\pi,\pi,0)/a$ and its two cubic equivalents for sc, and at $\mathbf q=0$ alone for bcc and fcc. Ten local maximizations per lattice, from random wavevectors, found nothing higher. This is a search, not a rigorous bound between mesh points. As a separate test of the length condition, eight fixed-length dipoles in a periodic cell were relaxed from 20 random starts; the best energy agreed with the bound for each lattice.

With this search accepted, both candidate wavevectors satisfy the condition on $2\mathbf Q$. The ground states are antiparallel columns in sc and uniform polarization in bcc and fcc.

### The sc ground state is not unique

The three equivalent wavevectors are $\mathbf Q_x=(0,\pi,\pi)/a$, $\mathbf Q_y=(\pi,0,\pi)/a$ and $\mathbf Q_z=(\pi,\pi,0)/a$, each with polarization along the axis that labels it. Combine them as

$$
\mathbf p(\mathbf r)=p\sum_{\mu}c_\mu\,\hat{\mathbf e}_\mu\cos(\mathbf Q_\mu\cdot\mathbf r),\qquad \sum_\mu c_\mu^2=1.
$$

Every cosine is $\pm1$, so every site has length $p$. All three modes share one eigenvalue, so the energy does not depend on $\mathbf c$. Columns along $z$ are the member $\mathbf c=(0,0,1)$; the member $c_x=c_y=c_z$ has dipoles along four body-diagonal directions. At zero temperature the dipole energy therefore permits the columns but does not select them. Anisotropy could lift the degeneracy. So could thermal fluctuations, because the stiffness against small rotations of the dipoles depends on $\mathbf c$ even though the ground-state energy does not.

### A sphere in vacuum

A uniformly polarized sphere has the depolarizing field $-4\pi n\mathbf p/3$. It cancels $\lambda(0)$, and the uniform state has zero dipole energy. As a check, the $zz$ element of $\sum_{\mathbf r\ne0}T(\mathbf r)$, summed directly at an off-centre site of a finite sphere, was no larger than $0.0002/a^3$ in magnitude for each lattice, at the site $(3,1,2)a$ of a sphere of radius $25\,n^{-1/3}$. This residual comes from the stepped surface and varies with site, radius and element: other choices give values up to about $0.01/a^3$, still far below $\lambda(0)$.

The sc ground states have no net polarization, so their bulk energy is the same in the sphere. For bcc and fcc the bulk energy of the uniform conducting state can still be approached without net polarization. In fcc take the helix $\mathbf p=p(0,\cos qx,\sin qx)$. It has fixed length and is transverse, so it creates no macroscopic field in the bulk. Its energy above the uniform conducting state is

$$
\frac{\Delta E}{N}\simeq\frac{p^2}{2}\,\frac{0.474}{a}\,q^2.
$$

For wavelength $\ell=20a$ this gives $0.0234\,p^2/a^3$, and the full sum gives 0.02336. Doubling $\ell$ reduces it to 0.00585. In a sphere of radius $R$, surface charges alternating over a length $\ell$ cost an energy per dipole that scales as $np^2\ell/R$. With $a\ll\ell\ll R$ both costs are small. Conducting boundaries thus make the uniform state optimal, while the limiting bulk energy does not require them.

## Comparison

For sc, $a^3=1000\,a_0^3$ and

$$
\frac EN=-\frac12\,\frac{5.3536}{1000}=-2.677\times10^{-3}\ \text{hartree}=-72.8\ \text{meV}.
$$

For fcc, $a^3=4000\,a_0^3$ gives $-\frac12(16.7552/4000)=-2.094\times10^{-3}$ hartree, or $-57.0$ meV. The bcc value is the same, because the uniform energy $-(2\pi/3)np^2$ depends only on density.

In units of $p^2/d^3$, the column estimate compares as follows:

| | estimate | solution | shortfall relative to solution |
|---|---|---|---|
| sc | $-2.404$ | $-2.677$ | 10% |
| bcc | $-2.404$ | $-2.721$ | 12% |
| fcc | $-2.404$ | $-2.962$ | 19% |

A single column along the nearest-neighbour direction supplies most of the energy, but the missing 10 to 19% contains the coupling that decides the order. In bcc and fcc these columns run along [111] and [110]; they are not the [001] columns of period $a$ used above, whose own field gives only 57% and 29% of $\lambda(0)$. For the nearest-neighbour columns the closest couplings are six of $+0.1075/d^3$ in bcc, and four of $+0.3555/d^3$ and two of $-0.1455/d^3$ in fcc, so their sum again favours parallel order. The ranking of lattices depends on what is held fixed: sc is lowest at equal density, fcc at equal neighbour distance. Neither ranking predicts a crystal structure, because short-range repulsion is absent. The model also omits finite dipole size, polarizability, quantum rotation and temperature.

The margin matters when such terms are added. In bcc the best eigenvalue at $(\pi,\pi,0)/a$ is $7.944/a^3$, about 5% below the uniform value, and long transverse waves lie closer still. A modest additional interaction favouring one of these waves could therefore change the order. The other eigenvalues at symmetry points are in the numerical output.

## Computed results

```
dipole = 1.0 e a0
volume per dipole = 1000 a0^3
single column 4 zeta(3) = 4.808228 /a^3
sc: uniform eigenvalue = 4.188790 /a^3
sc: top eigenvalue at X = 4.843722 /a^3
sc: top eigenvalue at M = 5.353577 /a^3
sc: top eigenvalue at R = 0.000000 /a^3
sc: q^2 coefficient, h=0: 0.16484 /a
sc: q^2 coefficient, h=1/2: -0.72015 /a
sc: relaxed 8-site eigenvalue = 5.353577 /a^3
sc: needle eigenvalue = 4.18880 /a^3
sc: vacuum-sphere eigenvalue = 0.0001 /a^3
bcc: uniform eigenvalue = 8.377580 /a^3
bcc: top eigenvalue at N = 7.943684 /a^3
bcc: top eigenvalue at H = 0.000000 /a^3
bcc: top eigenvalue at P = -0.000000 /a^3
bcc: q^2 coefficient, h=0: -0.37120 /a
bcc: q^2 coefficient, h=1/2: -0.04974 /a
bcc: relaxed 8-site eigenvalue = 8.377580 /a^3
bcc: needle eigenvalue = 8.37758 /a^3
bcc: vacuum-sphere eigenvalue = -0.0002 /a^3
fcc: uniform eigenvalue = 16.755161 /a^3
fcc: top eigenvalue at X = 8.667731 /a^3
fcc: top eigenvalue at L = 14.460589 /a^3
fcc: top eigenvalue at W = 6.304069 /a^3
fcc: q^2 coefficient, h=0: -0.47416 /a
fcc: q^2 coefficient, h=1/2: -0.05290 /a
fcc: relaxed 8-site eigenvalue = 16.755161 /a^3
fcc: needle eigenvalue = 16.75516 /a^3
fcc: vacuum-sphere eigenvalue = -0.0000 /a^3
sc: nearest-column coupling = -0.145515 /a^3
bcc: nearest-column coupling = 1.041085 /a^3
fcc: nearest-column coupling = 4.124186 /a^3
sc: cubic edge = 10.0000 a0
sc: ground energy = -0.0026768 Ha/dipole
sc: ground energy = -72.839 meV/dipole
sc: ground energy = -2.67679 p^2/d_nn^3
bcc: cubic edge = 12.5992 a0
bcc: ground energy = -0.0020944 Ha/dipole
bcc: ground energy = -56.991 meV/dipole
bcc: ground energy = -2.72070 p^2/d_nn^3
fcc: cubic edge = 15.8740 a0
fcc: ground energy = -0.0020944 Ha/dipole
fcc: ground energy = -56.991 meV/dipole
fcc: ground energy = -2.96192 p^2/d_nn^3
sc: uniform energy = -0.0020944 Ha/dipole
fcc helix, 20 a: excess = 0.023360 p^2/a^3
fcc helix, 40 a: excess = 0.005847 p^2/a^3
```
